Fringe thickness in laser interferometry of a silicon dioxide etch

**Problem**

A flat, uniform film of silicon dioxide lies on a thick substrate and is etched from above in a plasma. A laser beam of vacuum wavelength λ = 632.8 nm strikes it at normal incidence, and a detector records the reflected fraction R of the intensity. The film is transparent, with index n = 1.457; the plasma above it has index 1 to the accuracy needed here. The substrate has a different index N, which may be complex, and returns no light from its back face.

(a) Show that R completes one fringe, with one maximum and one minimum, for each 217 nm of oxide removed.

(b) The film is 1000 nm thick at the start, and successive maxima are 130 s apart. Find the etch rate, the time to clear the film and the course of the signal. Use the model value N = 4.0 + 0.1i, which stands for no particular material.

Let d be the remaining thickness and x the thickness removed, so that d falls by x. Lengths are in nanometres.

**First estimate by scaling**

Inside the film the light has wavelength λ/n, so the thickness can influence the reflection only through the ratio of d to λ/n. The thickness Λ removed per fringe must therefore have the form

Λ = C λ/n,

where C has no units. Scaling alone does not exclude that C depends on the indices n and N. Here λ/n = 434.32 nm.

To find C, keep two beams: one reflected at the top of the film, the other reflected once at the bottom. When a thickness x is removed, the top surface recedes by x. The changes in optical path are

top beam: +2x,

bottom beam: +2x − 2nx.

Both beams cross the new vacuum gap twice, which gives +2x in each line. The bottom beam also loses two crossings of a film layer of thickness x, which gives −2nx. The path difference between the beams thus changes by 2nx in magnitude. The gap drops out because it is common to both.

One fringe passes when this change equals one vacuum wavelength:

2nΛ = λ, so Λ = λ/(2n) and C = 1/2.

The estimate is 632.8/(2 × 1.457) = 217.16 nm. It leaves open whether light that bounces several times inside the film alters the period or adds further maxima, and whether the substrate matters.

**Exact solution**

*Reflection at one interface.* Take the time factor exp(−iωt); an absorbing medium then has an index with positive imaginary part. For non-magnetic media at normal incidence, the electric field E and its derivative dE/dz are continuous. Let a wave of unit amplitude pass from index a to index b, with reflected amplitude r and transmitted amplitude t. Continuity gives

1 + r = t,

a(1 − r) = b t.

Inserting the first equation into the second gives a − b = (a + b) r, hence

r = (a − b)/(a + b), t = 2a/(a + b).

For the top of the film, seen from above, and for the bottom, seen from inside the film,

r₁ = (1 − n)/(1 + n), r₂ = (n − N)/(n + N).

Seen from inside the film, the top surface reflects with amplitude (n − 1)/(n + 1) = −r₁. Entering and later leaving the film multiplies the amplitude by

[2/(1 + n)] [2n/(n + 1)] = 4n/(1 + n)² = 1 − r₁².

*Sum over all bounces.* A round trip through the film has length 2d and wavenumber 2πn/λ, so its phase is

φ = 4πnd/λ.

The beam that makes one round trip contributes (1 − r₁²) r₂ e^{iφ}. Each further round trip adds a reflection at the top from inside, a reflection at the bottom and another phase φ, that is, a factor −r₁r₂e^{iφ}. The total amplitude, referred to the film surface, is

r = r₁ + (1 − r₁²) r₂e^{iφ} [1 + (−r₁r₂e^{iφ}) + (−r₁r₂e^{iφ})² + …].

The series converges if |r₁r₂| < 1. Since n is real and positive, |r₁| < 1. For the bottom interface,

|n + N|² − |n − N|² = 4n Re N,

which is positive when Re N > 0, so |r₂| < 1 as well. Summing the geometric series gives

r = r₁ + (1 − r₁²) r₂e^{iφ}/(1 + r₁r₂e^{iφ}).

Over the common denominator the numerator is

r₁ + r₁²r₂e^{iφ} + r₂e^{iφ} − r₁²r₂e^{iφ} = r₁ + r₂e^{iφ},

and therefore

r = (r₁ + r₂e^{iφ})/(1 + r₁r₂e^{iφ}).

Referring this amplitude to a fixed detector instead of the receding surface multiplies it by a phase factor of modulus 1, which does not affect R = |r|².

The thickness enters only through e^{iφ}. This factor returns to its value when φ changes by 2π, that is, when d changes by λ/(2n). The multiple reflections and the substrate leave this repeat distance unchanged.

*One maximum and one minimum.* It remains to exclude extra structure within a period. Write r₂ = s e^{iδ} with s = |r₂|, and define

u = 2r₁s cos(φ + δ).

Because r₁ is real, the squared moduli are

|r₁ + r₂e^{iφ}|² = r₁² + s² + u,

|1 + r₁r₂e^{iφ}|² = 1 + r₁²s² + u.

The second minus the first is

1 + r₁²s² − r₁² − s² = (1 − r₁²)(1 − s²),

so that

R = 1 − (1 − r₁²)(1 − s²)/(1 + r₁²s² + u).

The denominator is at least (1 − |r₁|s)², which is positive, and the product above it is positive too. Hence R rises steadily with u. As u follows a cosine, R has one maximum and one minimum per cycle of φ, provided that r₁ and s are not zero. This proves

Λ = λ/(2n) = 217 nm.

*Heights and positions.* Since n > 1, r₁ is negative. The largest u is then 2|r₁|s, reached when cos(φ + δ) = −1, and the smallest is −2|r₁|s. Inserting these gives

R_max = [(|r₁| + s)/(1 + |r₁|s)]²,

R_min = [(|r₁| − s)/(1 − |r₁|s)]².

Maxima occur at φ + δ = π + 2πm with integer m. As φ = 2πd/Λ, they lie at

d = Λ [(π − δ)/(2π) + m].

The substrate phase δ shifts the whole pattern without changing its spacing. Replacing the model substrate by one of index 2.0 + 3.0i moves the maximum at the smallest thickness by 22.7 nm, while the spacing remains λ/(2n).

*Limits.* If N = n, then s = 0 and R = r₁² is constant: with no reflection at the bottom there is nothing for the top beam to interfere with. If n = 1, then r₁ = 0 and R = s² is constant. The fringes also vanish as s approaches 1, for a different reason: a transparent film on a perfect mirror returns all the light at every thickness, so R = 1. The fringes thus require a substrate that reflects part of the light, but not all of it.

**The etch in part (b)**

The rate is one fringe thickness per fringe time:

217.16 nm/130 s = 1.670 nm/s, or 100.2 nm/min.

The film contains 1000/217.16 = 4.605 fringes. At constant rate it clears after 4.605 × 130 s ≈ 599 s.

For the model substrate, r₁ = −0.1860, s = 0.4663 and δ = −3.1206 rad. The extreme reflectances are

R_max = (0.6523/1.0867)² = 0.360,

R_min = (0.2803/0.9133)² = 0.094.

The signal starts at R = 0.134 and first falls, reaching a minimum at d = 976.5 nm, after about 14 s. The first maximum follows at d = 867.9 nm. By then 132.1 nm have been removed, which takes 132.1/1.670 ≈ 79 s. Further maxima come at 650.8, 433.6 and 216.4 nm. In all, four maxima and five minima are passed before the film is gone.

The end of the etch is less conspicuous than one might expect. The next maximum in the sequence would lie at 216.43 − 217.16 ≈ −0.7 nm, just beyond complete removal. The bare substrate therefore has R = 0.360, equal to the maximum at this precision, and the signal levels off almost without a kink. What marks the end is that no further fall follows. This holds for δ close to −π, as here; another substrate phase would end the trace at another point of the fringe.

**Comparison of the estimate and the exact solution**

The two-beam estimate and the exact solution give the same fringe thickness. The reason is visible in the series: a beam that makes j round trips carries the phase jφ, and all these phases return together when φ advances by 2π. The additional beams change the shape of the fringe but not its period.

They do change the heights. Keeping only the two beams gives amplitudes 0.1860 and (1 − 0.1860²) × 0.4663 = 0.4502, hence

two-beam maximum: (0.4502 + 0.1860)² ≈ 0.405,

two-beam minimum: (0.4502 − 0.1860)² ≈ 0.070.

Relative to the exact values 0.360 and 0.094, the maximum is about 12% too high and the minimum about 26% too low. The simple picture is thus sufficient for an etch rate, but not for reading a thickness from the absolute signal level.

A direct integration of the wave equation through the film, which uses neither the interface amplitudes nor the bounce series, also gives a spacing of 217.16 nm; the values are in the numerical output.

The factor n matters. Using λ/2 = 316.4 nm per fringe would give 316.4/130 = 2.43 nm/s, which is 46% above the correct rate. That spacing belongs to a different situation: light from the receding surface interfering with light from a surface that is not etched, such as the top of a mask. Their path difference changes by 2x when a thickness x is removed. If the laser spot covers both and their light interferes at the detector, the signal can contain both periods and further ones. The beam from the bottom of the film changes its path by 2x − 2nx, so its interference with light from the mask has the period λ/[2(n − 1)] = 692 nm. A beam that makes j round trips changes its path by 2x − 2jnx and adds the period λ/[2(jn − 1)]. For j = 2 this is 165 nm, with an amplitude smaller than that of the 692 nm term by the factor |r₁r₂| ≈ 0.09.

Two other assumptions limit the result. If the film absorbs, n has an imaginary part κ and e^{iφ} acquires the modulus exp(−4πκd/λ). This changes with d, so R no longer repeats. If the thickness under the spot is spread evenly over a range Λ, and the detector adds the intensities from all parts of the spot, the signal is an average over one full period. As long as film remains everywhere under the spot, such an average does not depend on the mean thickness, and the fringes disappear although the etch continues.

Computed results

```
Vacuum wavelength: 632.8 nm
Film index: 1.457
Wavelength inside the film: 434.32 nm
Thickness per fringe, formula: 217.16 nm
Thickness per fringe, wave equation: 217.16 nm
Thickness from maximum to next minimum: 108.58 nm
Thickness per fringe if index is forgotten: 316.4 nm
Model substrate index: 4.0 + 0.1i
Top interface amplitude: -0.1860
Bottom interface amplitude, modulus: 0.4663
Bottom interface amplitude, phase: -3.1206 rad
Largest reflectance: 0.3603
Smallest reflectance: 0.0942
Reflectance at initial thickness: 0.1343
Reflectance of bare substrate: 0.3603
Initial film thickness: 1000 nm
Remaining thickness at maxima (nm): 867.9, 650.8, 433.6, 216.4
Remaining thickness at minima (nm): 976.5, 759.3, 542.2, 325.0, 107.9
Number of maxima during etch: 4
Number of minima during etch: 5
Fringes in the whole film: 4.605
Time between maxima: 130 s
Etch rate: 1.670 nm/s
Etch rate, converted: 100.2 nm/min
Time to clear the film: 598.6 s
First-maximum shift with substrate 2.0 + 3.0i: 22.7 nm
Reflectance swing, bottom interface matched: 3e-16
Reflectance swing, top interface matched: 1e-15
```
